# Why d admixture can reverse spin-orbit splitting in CuCl and ZnO: verification in Python

```python
"""Sign of the spin-orbit splitting of a p-d valence-band top at Gamma.

Result under test: for a t2 state with cation-d weight w and anion-p weight 1-w,
    Delta = E(Gamma8) - E(Gamma7) = 1.5*((1-w)*xi_p - w*xi_d)  (first order),
so the levels interchange at w0 = xi_p/(xi_p+xi_d); second-order coupling to
the e level and to the bonding t2 level shifts this threshold.
xi_p, xi_d: constants in xi*l.s; V: p-d coupling at Gamma (all in eV).
The d constant is computed for a free Zn atom; the anion is a model.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import cumulative_trapezoid
from scipy.optimize import brentq
from pyscf import gto, dft

HARTREE = const.physical_constants["Hartree energy in eV"][0]
BOHR = const.physical_constants["Bohr radius"][0] * 1e10
ALPHA = const.fine_structure

# ---- angular momentum matrices from L = -i r x grad, by sphere quadrature ----
xyz = sp.symbols("x y z", real=True)
x, y, z = xyz
cos_t, w_t = np.polynomial.legendre.leggauss(8)
phi = 2 * np.pi * np.arange(12) / 12
ct, ph = [a.ravel() for a in np.meshgrid(cos_t, phi, indexing="ij")]
weights = np.repeat(w_t, 12) * 2 * np.pi / 12
st = np.sqrt(1 - ct**2)
points = (st * np.cos(ph), st * np.sin(ph), ct)


def on_sphere(expr):
    return np.broadcast_to(sp.lambdify(xyz, expr)(*points), ct.shape).astype(float)


def angular_momentum(functions):
    values = np.array([on_sphere(f) for f in functions])
    gram = (values * weights) @ values.T
    norm = gram[0, 0]
    assert np.allclose(gram, norm * np.eye(len(functions)), atol=1e-12)
    result = []
    for k in range(3):
        i, j = (k + 1) % 3, (k + 2) % 3
        rotated = np.array([on_sphere(xyz[i] * sp.diff(f, xyz[j])
                                      - xyz[j] * sp.diff(f, xyz[i]))
                            for f in functions])
        result.append(-1j * (values * weights) @ rotated.T / norm)
    return result


L_p = angular_momentum([x, y, z])
L_d = angular_momentum([y * z, z * x, x * y, (x**2 - y**2) / 2,
                        (2 * z**2 - x**2 - y**2) / (2 * sp.sqrt(3))])
for k in range(3):
    assert np.allclose(L_d[k][:3, :3], -L_p[k], atol=1e-12)
spin = [np.array(m) / 2 for m in ([[0, 1], [1, 0]], [[0, -1j], [1j, 0]],
                                  [[1, 0], [0, -1]])]
ls_p = sum(np.kron(L_p[k], spin[k]) for k in range(3))
ls_d = sum(np.kron(L_d[k], spin[k]) for k in range(3))
ls_t2 = ls_d[:6, :6]
eig_p, eig_t2, eig_d = [np.linalg.eigvalsh(m) for m in (ls_p, ls_t2, ls_d)]
assert np.allclose(eig_p, [-1] * 2 + [0.5] * 4)
assert np.allclose(eig_t2, [-0.5] * 4 + [1] * 2)
assert np.allclose(eig_d, [-1.5] * 4 + [1] * 6)


# ---- p-d mixing: Gaussian overlaps summed over the neighbours of a d centre ----
def summed_overlap(directions, bond=2.0):
    """5x3 sum of <d|p>; rows xy,yz,z2,xz,x2-y2; H labels only place Gaussians."""
    atoms = [("H1", (0.0, 0.0, 0.0))]
    for u in directions:
        u = np.array(u, float)
        atoms.append(("H2", tuple(bond * u / np.linalg.norm(u))))
    mol = gto.M(atom=atoms, basis={"H1": [[2, [0.8, 1.0]]], "H2": [[1, [0.3, 1.0]]]},
                spin=len(atoms) % 2, verbose=0)
    s = mol.intor("int1e_ovlp_sph")
    return s[:5, 5:].reshape(5, len(directions), 3).sum(axis=1)


single = summed_overlap([(0, 0, 1)])
s_sigma, s_pi = single[2, 2], single[3, 0]
tetra = summed_overlap([(1, 1, 1), (1, -1, -1), (-1, 1, -1), (-1, -1, 1)])
octa = summed_overlap([(1, 0, 0), (-1, 0, 0), (0, 1, 0), (0, -1, 0),
                       (0, 0, 1), (0, 0, -1)])
tetra_formula = 4 * s_sigma / 3 - 8 * s_pi / (3 * np.sqrt(3))
expected = np.zeros((5, 3))
expected[1, 0] = expected[3, 1] = expected[0, 2] = tetra_formula
assert abs(tetra_formula) > 1e-2
assert np.allclose(tetra, expected, atol=1e-9)
assert np.allclose(octa, 0, atol=1e-9)

# ---- spin-orbit constant of Zn 3d from the LDA potential of the free atom ----
zn = gto.M(atom="Zn 0 0 0", basis="def2-tzvp", verbose=0)
mf = dft.RKS(zn)
mf.xc = "lda,vwn"
mf.kernel()
assert mf.converged
Z = 30
t = np.linspace(np.log(1e-5), np.log(20.0), 6001)
r = np.exp(t)
ao = zn.eval_gto("GTOval_sph", np.column_stack([0 * r, 0 * r, r]))
orbitals = ao @ mf.mo_coeff
rho = 2 * (orbitals[:, :15]**2).sum(axis=1)
u2 = 4 * np.pi * r**2 * (orbitals[:, 9:14]**2).sum(axis=1) / 5
assert abs(np.trapezoid(u2 * r, t) - 1 if hasattr(np, "trapezoid")
           else np.trapz(u2 * r, t) - 1) < 1e-4


def integral(f):
    return cumulative_trapezoid(f * r, t, initial=0)[-1]


charge = cumulative_trapezoid(4 * np.pi * r**3 * rho, t, initial=0)
assert abs(charge[-1] - Z) < 1e-3
shell = cumulative_trapezoid(4 * np.pi * r**2 * rho, t, initial=0)
v_xc = np.asarray(dft.libxc.eval_xc("lda,vwn", rho, spin=0, deriv=1)[1][0]).reshape(-1)
potential = (charge - Z) / r + shell[-1] - shell + v_xc
dv_dr = np.gradient(potential, t) / r
xi_d = 0.5 * ALPHA**2 * integral(u2 * dv_dr / r) * HARTREE
mean_r = integral(u2 * r) * BOHR
e3d = mf.mo_energy[9:14].mean()
r_list, v_list = r.tolist(), potential.tolist()
step = 2 * (t[1] - t[0])
match = 2 * int(np.argmin(abs(r - 0.6)) // 2)


def dirac_level(kappa, c):
    """Nodeless radial Dirac level; Y = c*F/G obeys a first-order equation."""
    def march(Y, start, stop, E):
        sgn = 1 if stop > start else -1
        h = sgn * step

        def slope(Y, i):
            k = E - v_list[i]
            return 2 * kappa * Y - r_list[i] * (k + (2 + k / c**2) * Y * Y)
        for i in range(start, stop, 2 * sgn):
            a = slope(Y, i)
            b = slope(Y + h * a / 2, i + sgn)
            d = slope(Y + h * b / 2, i + sgn)
            e = slope(Y + h * d, i + 2 * sgn)
            Y += h * (a + 2 * b + 2 * d + e) / 6
        return Y

    def mismatch(E):
        g = np.sqrt(kappa**2 - (Z / c)**2)
        origin = (g + kappa) * c**2 / Z if kappa > 0 else -Z / (g - kappa)
        outer = -np.sqrt(-E / 2)
        return (march(float(origin), 0, match, E)
                - march(float(outer), len(r_list) - 1, match, E))
    return brentq(mismatch, e3d - 0.3, e3d + 0.03, xtol=1e-10)


nonrel = dirac_level(-3, 100 / ALPHA)
assert abs(nonrel - e3d) < 5e-3          # finite Gaussian basis in e3d
dirac_split = (dirac_level(-3, 1 / ALPHA) - dirac_level(2, 1 / ALPHA)) * HARTREE
# the first-order constant omits relative corrections of order (v/c)^2
assert abs(dirac_split / (2.5 * xi_d) - 1) < 0.10


# ---- 16-state model: anion p, cation t2 and e, two spins ----
def hamiltonian(w, xp, xd, V, e_level):
    """t2 level at zero; p level chosen so that the top triplet has d weight w."""
    p_level = V * (1 - 2 * w) / np.sqrt(w * (1 - w))
    orb = np.diag([p_level] * 3 + [0.0] * 3 + [e_level] * 2)
    for i in range(3):
        orb[i, i + 3] = orb[i + 3, i] = V
    h = np.kron(orb, np.eye(2)).astype(complex)
    h[:6, :6] += xp * ls_p
    h[6:, 6:] += xd * ls_d
    return h


def splitting(w, xp, xd, V=1.0, e_level=0.0):
    top = np.linalg.eigvalsh(hamiltonian(w, xp, xd, V, e_level))[-6:]
    gamma8 = top[2]                       # third of six is always in the quartet
    return gamma8 - (top.sum() - 4 * gamma8) / 2


def first_order(w, xp, xd):
    return 1.5 * ((1 - w) * xp - w * xd)


def second_order(w, xp, xd, V):
    gap_bonding = V / np.sqrt(w * (1 - w))
    gap_e = V * np.sqrt((1 - w) / w)
    return (1.5 * w * xd**2 / gap_e
            - 0.75 * w * (1 - w) * (xp + xd)**2 / gap_bonding)


def threshold(xp, xd, V=1.0, e_level=0.0):
    return brentq(lambda w: splitting(w, xp, xd, V, e_level), 0.01, 0.85)


def threshold_shift(xp, xd, V):
    return (xp * xd)**1.5 / (2 * V * (xp + xd)**2)


xi_p, V = 0.03, 1.0
for w in (0.1, 0.3, 0.6):
    vec = np.linalg.eigh(hamiltonian(w, 0, 0, V, 0))[1][:, -6:]
    assert np.allclose((abs(vec[6:])**2).sum(axis=0), w)
    a, b = 0.01 * xi_p, 0.01 * xi_d       # weak coupling isolates second order
    rest = splitting(w, a, b) - first_order(w, a, b) - second_order(w, a, b, V)
    assert abs(rest) < 0.02 * (a + b)**2 / V
below = np.linalg.eigvalsh(hamiltonian(0.05, xi_p, xi_d, V, 0))[-6:]
above = np.linalg.eigvalsh(hamiltonian(0.40, xi_p, xi_d, V, 0))[-6:]
assert np.ptp(below[2:]) < 1e-10 and below[2] - below[1] > 1e-3
assert np.ptp(above[:4]) < 1e-10 and above[4] - above[3] > 1e-3

rows = []
for xp in (0.03, 0.06, 0.10, 0.20):
    w0 = xp / (xp + xi_d)
    w2 = w0 + threshold_shift(xp, xi_d, V)
    wc = threshold(xp, xi_d, V)
    no_e = threshold(xp, xi_d, V, -1e5)
    assert abs(wc - w2) < abs(wc - w0)
    assert no_e < w0 < wc
    strong = 20.0
    unit = threshold_shift(xp, xi_d, strong)
    assert abs((threshold(xp, xi_d, strong) - w0) / unit - 1) < 0.05
    assert abs((threshold(xp, xi_d, strong, -1e5) - w0) / unit + 1) < 0.05
    rows.append((xp, w0, w2, wc, no_e))


# ---- wurtzite ordering in the quasi-cubic model ----
def wurtzite_levels(delta, field):
    h = field * np.kron(L_p[2] @ L_p[2], np.eye(2)) + 2 * delta / 3 * ls_p
    jz = np.kron(L_p[2], np.eye(2)) + np.kron(np.eye(3), spin[2])
    m, U = np.linalg.eigh(jz)
    blocks = []
    for value in (1.5, 0.5):
        q = U[:, abs(m - value) < 1e-8]
        blocks.append(np.linalg.eigvalsh(q.conj().T @ h @ q))
    return blocks[0][0], blocks[1][1], blocks[1][0]


field = 0.04
wurtzite = []
for w in (0.10, 0.30):
    delta = splitting(w, xi_p, xi_d)
    e9, e7a, e7b = wurtzite_levels(delta, field)
    assert np.isclose((e9 - e7a) * (e9 - e7b), 2 * field * delta / 3, atol=1e-12)
    assert (e9 > e7a) == (delta > 0) and e9 > e7b
    wurtzite.append((w, delta, e9, e7a, e7b))

print("l.s eigenvalues, p shell: Gamma8 %.2f, Gamma7 %.2f" % (eig_p[-1], eig_p[0]))
print("l.s eigenvalues, d(t2): Gamma8 %.2f, Gamma7 %.2f" % (eig_t2[0], eig_t2[-1]))
print("l.s eigenvalues, full d shell: d5/2 %.2f, d3/2 %.2f" % (eig_d[-1], eig_d[0]))
print("Gaussian p-d test: bond 2.0 angstrom, exponents d 0.8, p 0.3 bohr^-2")
print("overlap sigma %.5f, pi %.5f (no unit)" % (s_sigma, s_pi))
print("tetrahedral sum p_x-d_yz: direct %.5f, formula %.5f" % (tetra[1, 0], tetra_formula))
print("octahedral sum, largest element: %.1e" % abs(octa).max())
print("Zn atom, LDA/def2-TZVP: 3d level %.3f eV" % (e3d * HARTREE))
print("Zn 3d level, radial equation in same potential: %.3f eV" % (nonrel * HARTREE))
print("Zn 3d mean radius: %.3f angstrom" % mean_r)
print("Zn 3d spin-orbit constant xi_d: %.4f eV" % xi_d)
print("Zn d5/2-d3/2 splitting: 2.5*xi_d %.4f eV, Dirac %.4f eV" % (2.5 * xi_d, dirac_split))
print("model p-d coupling V: %.2f eV; e level equal to t2 level" % V)
print("Delta(w) in eV for xi_p = %.2f eV:" % xi_p)
print("  w      1st order   1st+2nd    diagonalized")
for w in (0.05, 0.10, 0.20, 0.30, 0.50):
    d1 = first_order(w, xi_p, xi_d)
    print("  %.2f   %9.5f  %9.5f  %9.5f" % (w, d1, d1 + second_order(w, xi_p, xi_d, V),
                                          splitting(w, xi_p, xi_d)))
print("interchange d fraction (no unit), xi_p in eV:")
print("  xi_p   w0       w0+shift  diagonalized  without e level")
for row in rows:
    print("  %.2f   %.4f   %.4f    %.4f        %.4f" % row)
print("quasi-cubic wurtzite levels in eV, crystal field %.2f eV, xi_p %.2f eV:" % (field, xi_p))
print("  w      Delta     Gamma9    upper Gamma7  lower Gamma7")
for row in wurtzite:
    print("  %.2f  %8.5f  %8.5f  %8.5f      %8.5f" % row)
print("verified")
```

It prints:

```
l.s eigenvalues, p shell: Gamma8 0.50, Gamma7 -1.00
l.s eigenvalues, d(t2): Gamma8 -0.50, Gamma7 1.00
l.s eigenvalues, full d shell: d5/2 1.00, d3/2 -1.50
Gaussian p-d test: bond 2.0 angstrom, exponents d 0.8, p 0.3 bohr^-2
overlap sigma -0.14951, pi 0.06118 (no unit)
tetrahedral sum p_x-d_yz: direct -0.29354, formula -0.29354
octahedral sum, largest element: 0.0e+00
Zn atom, LDA/def2-TZVP: 3d level -10.876 eV
Zn 3d level, radial equation in same potential: -10.934 eV
Zn 3d mean radius: 0.479 angstrom
Zn 3d spin-orbit constant xi_d: 0.1410 eV
Zn d5/2-d3/2 splitting: 2.5*xi_d 0.3526 eV, Dirac 0.3713 eV
model p-d coupling V: 1.00 eV; e level equal to t2 level
Delta(w) in eV for xi_p = 0.03 eV:
  w      1st order   1st+2nd    diagonalized
  0.05     0.03217    0.03229    0.03226
  0.10     0.01935    0.01975    0.01967
  0.20    -0.00631   -0.00473   -0.00496
  0.30    -0.03196   -0.02821   -0.02857
  0.50    -0.08327   -0.07110   -0.07143
interchange d fraction (no unit), xi_p in eV:
  xi_p   w0       w0+shift  diagonalized  without e level
  0.03   0.1754   0.1801    0.1796        0.1706
  0.06   0.2985   0.3081    0.3071        0.2886
  0.10   0.4149   0.4293    0.4285        0.4003
  0.20   0.5865   0.6068    0.6084        0.5666
quasi-cubic wurtzite levels in eV, crystal field 0.04 eV, xi_p 0.03 eV:
  w      Delta     Gamma9    upper Gamma7  lower Gamma7
  0.10   0.01967   0.04656   0.03584      -0.00240
  0.30  -0.02857   0.03048   0.05295      -0.00343
verified
```
